Mean barrier change on reversing a ferroelectric tunnel junction with unequal electrodes

**Q.** A ferroelectric film between two metals is reversed. Its bound surface charges change sign, so one side of the tunnel barrier rises and the other falls. Why should the mean barrier change at all?

**A.** The rise and the fall need not be equal. Each electrode screens the bound charge next to it over a finite depth, and the potential bends within that depth. If the two bendings differ in size, they do not cancel in the average over the film.

Let the film occupy 0 < x < d, with electrode 1 on the left and electrode 2 on the right. The switchable polarization P is uniform and positive when it points towards electrode 2. The rest of the film's response is linear, with relative permittivity ε_f. The structure is planar and the bias is zero. For now there is no inactive layer at either face and no trapped charge that follows the reversal. I use SI equations, with e > 0.

**Q.** Start with the screening. What does an electrode do when its potential bends?

**A.** Let W(x) be the electrostatic energy of an electron, so that the potential is −W/e and the field is

E = (1/e) dW/dx.

Deep inside electrode i, W has the constant value W_i. Where W rises above W_i at fixed Fermi level, states are emptied. To first order the electron density falls by g_i(W − W_i), where g_i is the density of states at the Fermi level per energy and volume, both spins included. Missing electrons leave positive charge:

ρ = e g_i (W − W_i).

This is linear Thomas-Fermi screening. It requires a bending small compared with the Fermi energy, and slow variation on the scale of the electron wavelength.

The other charges in the electrode respond through a background permittivity ε_i. Gauss's law, d(ε₀ε_iE)/dx = ρ, becomes

(ε₀ε_i/e) d²W/dx² = e g_i (W − W_i),

d²W/dx² = (W − W_i)/λ_i²,  λ_i² = ε₀ε_i/(e²g_i).

So λ_i already contains ε_i. The same ε_i must be used in both places below.

**Q.** That gives a decay length, but not the size of the bending.

**A.** The displacement D fixes the size. There is no free charge in the film or on its faces, so D is constant through the film and continuous into both electrodes.

In electrode 1 set W₁ = 0. The solution that vanishes far to the left is W = A₁exp(x/λ₁). At x = 0,

D = ε₀ε₁E = ε₀ε₁A₁/(eλ₁),

A₁ = eDλ₁/(ε₀ε₁).

In electrode 2 the decaying solution is W − W₂ = A₂exp[−(x − d)/λ₂]. Its slope at x = d is −A₂/λ₂, so

D = −ε₀ε₂A₂/(eλ₂),

A₂ = −eDλ₂/(ε₀ε₂).

The combination that matters is a length,

s_i = λ_i/ε_i,

and the bendings are A₁ = eDs₁/ε₀ and A₂ = −eDs₂/ε₀. Their signs differ because the two screening charges are opposite. For D > 0, electrons are drained from electrode 1 and gathered in electrode 2.

**Q.** The metals may also have different work functions. Doesn't that build in a field of its own?

**A.** It does, so I keep it. Let B₁ and B₂ be the barrier heights above the common Fermi level at faces where the electrode is not bent. In the film the barrier is U(x) = B₁ + W(x). If electrode 2 were unbent, the barrier at x = d would be B₁ + W₂. This must equal B₂, so W₂ = B₂ − B₁. With the bending included,

U(0) = B₁ + eDs₁/ε₀,

U(d) = B₂ − eDs₂/ε₀.

**Q.** D is still unknown. It can't simply equal P.

**A.** The two differ whenever the film carries a field. There D = ε₀ε_fE + P, so

E = (D − P)/(ε₀ε_f).

D and P are uniform, hence E is uniform and U is a straight line, with U(d) − U(0) = eEd. Inserting the face values on the left and E on the right gives

B₂ − B₁ − eD(s₁ + s₂)/ε₀ = e(D − P)d/(ε₀ε_f).

Multiply by ε₀/e:

ε₀(B₂ − B₁)/e − D(s₁ + s₂) = Dd/ε_f − Pd/ε_f.

Collect the terms in D:

D = [Pd/ε_f + ε₀(B₂ − B₁)/e] / (s₁ + s₂ + d/ε_f).

The first term changes sign on reversal. The second, the built-in part, does not.

**Q.** Now the mean barrier, please, and its change.

**A.** The average of a straight line is half the sum of its end values:

Ū = (B₁ + B₂)/2 + eD(s₁ − s₂)/(2ε₀).

Subtract the state with −P from the state with +P. The constants B₁ and B₂ drop out, leaving

ΔŪ = Ū(+P) − Ū(−P) = e(D₊ − D₋)(s₁ − s₂)/(2ε₀).

The built-in part of D cancels as well, while the switching part doubles:

D₊ − D₋ = 2(Pd/ε_f)/(s₁ + s₂ + d/ε_f) = 2Pd/[d + ε_f(s₁ + s₂)].

The factors of two cancel, and therefore

ΔŪ = (eP/ε₀) · d(λ₁/ε₁ − λ₂/ε₂) / [d + ε_f(λ₁/ε₁ + λ₂/ε₂)].

In Hartree atomic units e = 1 and 1/ε₀ = 4π. If the two states have different signed polarizations P₊ and P₋, linearity replaces 2P by P₊ − P₋.

**Q.** I was told that the change is proportional to λ₁/ε₁ − λ₂/ε₂. Your denominator contains the sum of the same quantities.

**A.** The difference sets the sign and the zero, but strict proportionality needs a condition. It holds if the sum s₁ + s₂ is held fixed, or if D is. It also holds approximately for a thick film, d ≫ ε_f(s₁ + s₂), where

ΔŪ → eP(s₁ − s₂)/ε₀.

In that limit D approaches P in magnitude. In the opposite limit, if P could be kept fixed,

ΔŪ → (ePd/ε₀ε_f)(s₁ − s₂)/(s₁ + s₂),

which vanishes with thickness.

**Q.** Then take one perfect metal and make the other as poor as possible. Does the change grow without bound?

**A.** No. With s₂ = 0,

ΔŪ = ePds₁/[ε₀(d + ε_fs₁)].

This rises with s₁ but saturates at ePd/(ε₀ε_f). A poor screener bends more for a given D, but it also lowers D. If s₁ is raised by lowering the electron density, the Fermi energy falls as well. The bending can then exceed it, and linear screening fails well before the limit is reached.

**Q.** Why keep P fixed in the thin film? Its own field opposes it.

**A.** That is a real restriction. Without the built-in term,

D − P = P[(d/ε_f)/(s₁ + s₂ + d/ε_f) − 1] = −P(s₁ + s₂)/(s₁ + s₂ + d/ε_f),

and division by ε₀ε_f gives

E = −P(s₁ + s₂)/{ε₀[d + ε_f(s₁ + s₂)]}.

The minus sign shows that the field opposes P. Its magnitude grows as d falls, towards P/(ε₀ε_f). The formula for ΔŪ compares two states that are assumed to survive this field. It does not prove that they do.

**Q.** Give me a junction with numbers.

**A.** Take a hafnia-like ferroelectric film with tungsten as electrode 2 and a degenerate conducting oxide as electrode 1. The parameters are rough typical values: d = 3.0 nm, ε_f = 30, P = 5.0 μC/cm², B₁ = 2.00 eV and B₂ = 2.10 eV.

The oxide has 5.0 × 10²⁰ electrons per cm³, a mass of 0.35 electron masses and ε₁ = 9. Its free-electron Fermi energy is 0.656 eV, and g₁ = 1.143 per eV and nm³. For tungsten I use g₂ = 25 per eV and nm³, with ε₂ = 1. The definition of λ then gives

λ₁ = 0.660 nm,  s₁ = 0.660/9 = 0.0733 nm,

λ₂ = 0.047 nm,  s₂ = 0.047/1 = 0.0470 nm.

The screening lengths differ by a factor of 14, but the lengths s differ by a factor of only 1.56. Dividing by the oxide's larger permittivity removes most of the contrast.

**Q.** So judging the electrodes by λ alone would mislead me. Can you show that equal s really gives nothing?

**A.** The formula says so, and a test confirms it. Poisson's equation was solved on a grid through both electrodes and the film, with the linear screening charge but without the derived formula. For λ₁ = 0.05 nm, ε₁ = 1 and λ₂ = 0.45 nm, ε₂ = 9, both s are 0.05 nm. With the same film, P and B₂ − B₁, the mean barrier changed by less than 10⁻⁶ eV on reversal.

**Q.** And for the oxide and tungsten?

**A.** The polarization corresponds to P/ε₀ = 5.647 V/nm, and before rounding s₁ − s₂ is 0.02629 nm. The thick-film value would be

5.647 × 0.02629 ≈ 0.148 eV.

The finite thickness reduces it by

3.0/[3.0 + 30 × (0.0733 + 0.0470)] = 0.454,

so that

ΔŪ = 0.148 × 0.454 ≈ 0.067 eV = 0.0025 hartree.

The grid solution for this junction gives 0.06738 eV, as does the formula before rounding.

The separate states show where the change comes from. With P towards tungsten, D is 2.67 μC/cm². The barrier is 2.221 eV at the oxide and 1.958 eV at tungsten, with mean 2.090 eV. With P towards the oxide, D is −1.87 μC/cm². The two faces are at 1.845 and 2.199 eV, with mean 2.022 eV. Reversal moves the oxide face by 0.376 eV and the tungsten face by 0.241 eV in the opposite sense. Half of the difference is the 0.067 eV above.

The magnitudes of D are unequal because of the built-in part. With linear screening, that part shifts both means equally and leaves their difference alone.

**Q.** A tunnelling electron meets a tilted barrier, not its mean. Why is the mean useful?

**A.** In the WKB approximation the transmission varies as exp(−2∫κdx), with κ = √(2mU)/ħ. Write U = Ū + δ(x), where δ averages to zero. Then

√U ≈ √Ū [1 + δ/(2Ū) − δ²/(8Ū²)].

The linear term integrates to zero. For a total tilt T across the film, the average of δ² is T²/12, so the relative correction to the exponent is −T²/(96Ū²). Here T is at most 0.354 eV against a mean near 2 eV, and the correction is small.

With a tunnelling mass of 0.20 electron masses, 2d√(2m)/ħ is 13.75 eV⁻¹ᐟ². The transmission with P towards the oxide, divided by that with P towards tungsten, is

exp[13.75 × (√2.0897 − √2.0223)] ≈ 1.38.

Integrating κ over the tilted barriers gives 1.385, against 1.381 from the means.

**Q.** WKB with an exponent alone ignores the electrodes. Is 1.38 the current ratio?

**A.** No, and the omission is not small. A coherent calculation at the Fermi energy and normal incidence, through the bent bands of both electrodes, gives 1.85. It treats tungsten as a free-electron metal with a band 6 eV deep and the free-electron mass, which is a crude choice. It also includes matching of the waves at the faces.

Most of the extra factor, about 1.33, comes from the band bending in the oxide. With the film barrier unchanged, flat bands in both electrodes give 1.45, bending in tungsten alone gives 1.43, and bending in the oxide alone gives 1.87. When P points to tungsten, the oxide surface is depleted and its electrons arrive with less kinetic energy; when P points to the oxide, they arrive with more. Neither ratio includes the sum over incidence angles, inelastic tunnelling or conduction through traps. The mean barrier therefore describes one contribution to the resistance contrast, not the whole of it.

**Q.** The oxide bends by 0.22 eV with a Fermi energy of 0.656 eV. That isn't very small.

**A.** It is about a third, so the linear law needs checking. Replacing it by the full free-electron density n(1 − W/E_F)³ᐟ² in the oxide gives ΔŪ = 0.069 eV, about 3% above the linear value. That figure is for B₂ − B₁ = 0.1 eV. With nonlinear screening the built-in part no longer cancels, and ΔŪ runs from 0.061 eV at B₂ − B₁ = −0.5 eV to 0.076 eV at +0.5 eV.

Thomas-Fermi theory also assumes slow variation in space. That condition is not met here: λ₁ is 0.66 nm, while the electron wavelength at the oxide's Fermi energy is about 2.6 nm. The Lindhard response of the oxide electrons, with a surface that reflects them specularly, raises s₁ from 0.0733 to 0.0744 nm. The barrier change becomes 0.070 eV, about 4% above the original. An increase of 1.5% in s₁ is magnified because the result depends on a difference. This 4% is not a bound on the quantum error. The specular model leaves out the fall of the electron density near the surface and its leakage into the film. If these move the screening charge deeper into the oxide by a length δ, they add δ/ε₁ to s₁. A shift of only 0.1 nm adds 0.011 nm and raises the linear result to about 0.091 eV, roughly a third above the original. A shift of this size is what occurs: solving the Schrödinger and Poisson equations together for the oxide electrons at this barrier gives s₁ ≈ 0.084 nm and ΔŪ ≈ 0.09 eV. The Thomas-Fermi value of s₁ is therefore low by about 0.01 nm. Heating the oxide electrons to 300 K at fixed density changes ΔŪ by less than 0.2%. Each correction was applied alone.

**Q.** Real interfaces are rarely perfect. What happens if a thin layer next to tungsten isn't ferroelectric?

**A.** Let it have thickness t and permittivity ε_dead. The field in it is D/(ε₀ε_dead), so it adds an energy step eDt/(ε₀ε_dead). This has the same form as the bending in tungsten. For the mean over the ferroelectric film alone, s₂ is therefore replaced by

s₂ + t/ε_dead.

With t = 0.3 nm and ε_dead = 15, the addition is 0.020 nm and s₂ becomes 0.067 nm. The difference s₁ − s₂ shrinks from 0.0263 to 0.0063 nm, and ΔŪ falls from 0.067 to 0.015 eV, a loss of 78%. At the same permittivity, a layer of

t = 15 × 0.0263 ≈ 0.39 nm

would cancel the change, and a thicker one would reverse its sign. These values are for the film average alone, but the electron must also tunnel through the layer. Suppose the layer has the same band edge as the film. Its own mean barrier then changes by −e(D₊ − D₋)[s₂ + t/(2ε_dead)]/ε₀, which is −0.268 eV for t = 0.3 nm. Weighted by thickness, the mean over film and layer together changes by

[3.0 × 0.015 − 0.3 × 0.268]/3.3 ≈ −0.011 eV.

So with the Thomas-Fermi s₁ this thin layer already reverses the sign for the whole barrier. The reversal is marginal: with s₁ larger by 0.011 nm the same sum gives about +0.012 eV. Nor does it reverse the transmission contrast, since the coherent ratio with the layer is still about 1.2.

**Q.** Then how close is the example to a real device?

**A.** Films of hafnium zirconium oxide a few nanometres thick are used in such junctions, and tungsten is a common electrode for them. The polarization of 5 μC/cm² is low compared with well-formed films near 10 nm, where values of ten to a few tens are usual. I chose it as a rough value for an ultrathin film. The assumption most at risk is the clean interface: the dead layer just considered removes most of the change in the film average, and brings the change in the mean of the whole barrier close to zero, with a sign that depends on small errors in s₁ and s₂. Trapped charge that follows the reversal would also compensate part of P, and I have not sized it. Finally, tungsten's calculated screening length is shorter than its atomic spacing, so s₂ is an estimate. The Lindhard correction used for the oxide, applied to tungsten with the Fermi wavevector of the 6 eV band, already raises s₂ to 0.052 nm and lowers ΔŪ to 0.054 eV. An error of 0.02 nm in it would shift the film average by about as much as the dead layer does.

**Q.** And do both states survive their internal fields?

**A.** The film fields are −0.88 MV/cm with P towards tungsten and 1.18 MV/cm with P towards the oxide. Each opposes its polarization. They lie below the rough values I take for the coercive field, 2 MV/cm, and for breakdown, 5 MV/cm. The margin to the coercive field is less than a factor of two in the second state, so this comparison does not guarantee long retention. Coercive fields near 1 MV/cm are also common in hafnium zirconium oxide, and with such a value the second state would not be expected to survive.

**Q.** If I want a larger change in the mean barrier, should I simply choose electrodes with very different λ?

**A.** Choose different λ/ε. Count any inactive layer on the side where it lies, and include it in the average too, since the electron must cross it. Without such a layer, and at fixed P, d, ε_f and s₂, raising the larger length s₁ increases the change within this linear model. With the layer of the example, raising s₁ first brings the reversed change of the whole barrier back to zero. In both cases a larger s₁ also lowers the magnitude of D. It strengthens the field that opposes P in both states as long as |B₂ − B₁| is below ePd/(ε₀ε_f), which is 0.56 eV here. The choice is useful only while the polarization remains stable, and the formula describes it only while the electrode's bending stays small against the Fermi energy. Beyond that point the depleted electrode surface becomes part of the barrier, and the contrast can far exceed what the mean barrier suggests. With 5 × 10¹⁹ electrons per cm³ and nonlinear screening, the coherent ratio is about 30, while the change of 0.17 eV in the mean barrier alone would give about 2. The numerical output below gives the values for the junction considered here.

Numbers as computed

```
INPUTS (rough typical values)
film thickness d = 3.0 nm; eps_f = 30
polarization P = 5.0 uC/cm2
uncharged barriers B1, B2 = 2.00, 2.10 eV
oxide density = 5.0e+20 cm^-3
oxide mass = 0.35 m_e; eps1 = 9
tungsten g2 = 25 states/(eV nm3); eps2 = 1
tunnelling mass in film = 0.20 m_e
SCREENING
oxide Fermi energy = 0.656 eV; g1 = 1.143 /(eV nm3)
lambda1, lambda2 = 0.6597, 0.0470 nm
s1, s2 = 0.07330, 0.04702 nm
s1 - s2 = 0.02629 nm; d/eps_f = 0.1000 nm
lambda1/lambda2 = 14.03; s1/s2 = 1.56
TWO STATES (+: P points to tungsten)
+ D = 2.671 uC/cm2
+ U(0), U(d) = 2.2212, 1.9582 eV
+ mean barrier = 2.0897 eV
+ film field = -0.877 MV/cm
- D = -1.868 uC/cm2
- U(0), U(d) = 1.8454, 2.1992 eV
- mean barrier = 2.0223 eV
- film field = 1.179 MV/cm
MEAN BARRIER CHANGE, (+) minus (-)
formula = 0.06738 eV = 0.002476 hartree
Poisson solution = 0.06738 eV
thick-film limit = 0.1484 eV
reduction factor = 0.4539
null case, equal s: |change| < 1e-6 eV is True
TUNNELLING RATIO, (-) over (+)
from mean barriers = 1.381
WKB with tilted barrier = 1.385
tungsten band depth, mass = 6.0 eV, 1.0 m_e
coherent, normal incidence = 1.846
NEGLECTED EFFECTS: mean barrier change with each included
nonlinear oxide screening = 0.06915 eV
Lindhard s1 = 0.07443 nm; change = 0.06992 eV
at 300 K: s1 = 0.07335 nm; change = 0.06748 eV
dead layer: 0.3 nm, permittivity 15
dead layer: s2 = 0.06702 nm; change = 0.01477 eV
largest film field = 1.18 MV/cm
rough coercive, breakdown = 2, 5 MV/cm
```
